# The J/psi peak: resonance area, beam spread and soft photons

## Problem

A spin-1 resonance $V$ of mass $M$ and total width $\Gamma\ll M$ is formed in unpolarized $e^+e^-$ collisions and decays to a channel $f$. Let $W$ be the total centre-of-mass energy, $s=W^2$, and $\hbar=c=1$.

(a) Show that, at tree level and with the continuum subtracted, the area under the resonance is

$$
A_f\equiv\int\sigma_f\,dW=\frac{6\pi^2\,\Gamma_{ee}\Gamma_f}{M^2\,\Gamma}.
$$

(b) Predict the observed height of the J/psi peak in nonleptonic final states when $W$ has a Gaussian spread of rms $\Delta=1$ MeV.

Take the rough values $M=3100$ MeV, $\Gamma=93$ keV and $\Gamma_{ee}=5.5$ keV. The J/psi couples to lepton pairs through a virtual photon, so $\Gamma_{\mu\mu}=\Gamma_{ee}$ apart from the muon mass, which changes the width by a relative $-8\times10^{-6}$. The nonleptonic width is then $\Gamma_h=93-5.5-5.5=82$ keV.

## A tempting solution

Grant the area law. Since $6\pi^2=59.22$,

$$
A_h=\frac{59.22\times0.0055\times0.082}{3100^2\times0.093}\ \text{MeV}^{-1}
=2.988\times10^{-8}\ \text{MeV}^{-1}.
$$

With $1\ \text{MeV}^{-2}=3.894\times10^{11}$ nb this is $11636$ nb MeV. The resonance is much narrower than the spread, so the observed curve is a Gaussian of the same area, with height

$$
\frac{A_h}{\sqrt{2\pi}\,\Delta}=\frac{11636}{2.507}\ \text{nb}=4642\ \text{nb}.
$$

Photon emission costs a further factor $\alpha\approx1/137$, so it should matter at the percent level. The observed peak would be about $4600$ nb.

## Where it fails

The area is sound, and the Gaussian height is only about $4\%$ too high, because the resonance has a finite width. The fault is the last estimate. It assumes that the electron and positron annihilate with the energy the accelerator gave them. They may radiate first, and a loss of a few MeV, tiny compared with $M$, takes them off the resonance.

The number of photons emitted per energy interval is $\beta\,d\omega/\omega$, where $\beta=0.0763$ is derived below. It exceeds $\alpha$ tenfold because emission along the beams is enhanced. The mean number between $1$ MeV and the beam energy, $1550$ MeV, is

$$
\beta\ln(1550)=0.0763\times7.35=0.56 .
$$

The relevant parameter is thus of order one half, not one percent. The area law describes annihilation at a given energy; the observed height also needs the distribution of that energy.

## Right solution, part (a): the area

### The amplitude at the pole

Near $s=M^2$ the numerator of the vector propagator is a sum over three polarizations $\lambda$. Up to a phase,

$$
\mathcal M=\frac{\sum_\lambda A_\lambda(ee)\,A_\lambda(f)}{D},\qquad D=s-M^2+iM\Gamma ,
$$

where $A_\lambda(ee)$ is the formation amplitude and $A_\lambda(f)$ the decay amplitude. With $d\Phi_f$ the final phase space, including the sum over final spins, the partial width is

$$
\Gamma_f=\frac1{2M}\,\frac13\sum_\lambda\int d\Phi_f\,|A_\lambda(f)|^2 .
$$

The cross section needs the matrix $H_{\lambda\lambda'}=\int d\Phi_f\,A_\lambda A^*_{\lambda'}$. After integration over all final directions no preferred direction remains in the rest frame of $V$. A rotationally invariant tensor with two spatial indices is a multiple of the unit tensor, and its trace is $6M\Gamma_f$. Therefore

$$
H_{\lambda\lambda'}=2M\Gamma_f\,\delta_{\lambda\lambda'} .
$$

This holds for hadrons as well as for fermion pairs; no model of the decay is needed. It requires the full solid angle, so a detector with limited acceptance needs the angular distribution too.

For the initial pair neglect the electron mass. Two-body phase space is $|\mathbf p|\,d\Omega/(16\pi^2W)$, and $|\mathbf p|=W/2$ makes its integral $4\pi/(32\pi^2)=1/(8\pi)$. Let $N=\sum_{\rm spins,\lambda}|A_\lambda(ee)|^2$. Summing over $\lambda$ makes $N$ independent of direction. At tree level the formation and decay amplitudes have the same spin-summed square, so

$$
\Gamma_{ee}=\frac1{2M}\,\frac13\,\frac{N}{8\pi}
\quad\Longrightarrow\quad N=48\pi M\Gamma_{ee}.
$$

### The cross section

The flux factor is $2s$ for massless beams, and averaging over two spins for each particle gives $1/4$. Hence

$$
\sigma_f=\frac1{2s}\,\frac14\,\frac{N\,(2M\Gamma_f)}{|D|^2}
=\frac{12\pi M^2\,\Gamma_{ee}\Gamma_f}{s\,|D|^2}
\simeq\frac{12\pi\,\Gamma_{ee}\Gamma_f}{(s-M^2)^2+M^2\Gamma^2},
$$

where the last form sets $s=M^2$ in the slowly varying prefactor.

An explicit coupling checks the factors. For $g_e\,\bar e\gamma^\mu e\,V_\mu$ the spin sum at energy $W$ is

$$
N(s)=-g_e^2\,g_{\mu\nu}\,{\rm Tr}[\not p_1\gamma^\mu\not p_2\gamma^\nu]
=8g_e^2\,p_1\!\cdot p_2=4g_e^2s .
$$

Here $\gamma^\mu\not p_2\gamma_\mu=-2\not p_2$ and $p_1\cdot p_2=s/2$ were used; the $q_\mu q_\nu$ part of the polarization sum vanishes by current conservation. At $s=M^2$ this gives $\Gamma_{ee}=g_e^2M/(12\pi)$. For a massless final pair with coupling $g_f$, the diagonal element of $H$ is $4g_f^2s/(3\cdot8\pi)$, so

$$
\sigma_f=\frac1{8s}\,(4g_e^2s)\,\frac{g_f^2s}{6\pi}\,\frac1{|D|^2}
=\frac{g_e^2g_f^2\,s}{12\pi|D|^2}
=\frac{12\pi\,\Gamma_{ee}\Gamma_f}{|D|^2}\,\frac{s}{M^2}.
$$

This agrees with the general result at the peak and shows the size of the neglected variation: $s/M^2-1\simeq2(W-M)/M$. Replacing $V$ by a photon, $g_eg_f/D\to e^2/s$ with $e^2=4\pi\alpha$, gives the muon-pair continuum $4\pi\alpha^2/(3s)$.

### The integral

Put $x=W-M$. Then $s-M^2=x(2M+x)\simeq2Mx$, and $|D|^2\simeq4M^2(x^2+\Gamma^2/4)$. Thus

$$
\sigma_f=\frac{3\pi\,\Gamma_{ee}\Gamma_f}{M^2}\,\frac1{x^2+\Gamma^2/4}.
$$

Over a window $-w<x<w$,

$$
\int_{-w}^{w}\frac{dx}{x^2+\Gamma^2/4}=\frac4\Gamma\arctan\frac{2w}\Gamma
\;\longrightarrow\;\frac{2\pi}\Gamma\qquad(w\gg\Gamma).
$$

Multiplication by $3\pi\Gamma_{ee}\Gamma_f/M^2$ gives the stated area. The window contains the fraction $(2/\pi)\arctan(2w/\Gamma)$ of it. For $w=20$ MeV this is $0.9985$, while $w$ is still below one percent of $M$: a narrow resonance has room for a window that is wide compared with $\Gamma$ and narrow compared with $M$. A broad resonance does not, and the energy dependence of its widths must then be treated.

The area law also leaves out interference with a continuum $\sigma_c$ in the same final state, and narrowness alone does not remove it. If the resonance couplings carry a phase $\phi$ relative to the continuum amplitude, the cross term is $2\sqrt{\sigma_f(M)\sigma_c}\,(\Gamma/2)\,[x\cos\phi+(\Gamma/2)\sin\phi]/(x^2+\Gamma^2/4)$. The part odd in $x$ cancels over a symmetric window. The other part has the shape of the resonance and changes the area by the fraction $2\sin\phi\sqrt{\sigma_c/\sigma_f(M)}$. For muon pairs at tree level $\phi=0$ and the area is unchanged. For the nonleptonic channel, a continuum of about $20$ nb interfering fully at $\phi=\pm90^\circ$ would change it by about $\pm3\%$.

The integration variable matters. Since $W$ is twice the beam energy, the area in beam energy is $A_f/2$; the area in $s$ is $2MA_f$. Summed over all channels, $\sum_f\Gamma_f=\Gamma$ gives $6\pi^2\Gamma_{ee}/M^2$. The total area therefore measures $\Gamma_{ee}$ even when the spread hides $\Gamma$.

## Right solution, part (b): the height

### Energy spread

At $x=0$ the unsmeared cross section is

$$
\sigma_h(M)=\frac{12\pi\,\Gamma_{ee}\Gamma_h}{M^2\Gamma^2}=79651\ \text{nb}.
$$

To fold it with the spread, write the resonance as $A_h$ times a Lorentzian of unit area,

$$
L(x)=\frac1\pi\,\frac{\Gamma/2}{x^2+\Gamma^2/4}
=\frac1\pi\int_0^\infty dt\,e^{-\Gamma t/2}\cos(xt).
$$

The Gaussian average of $\cos(xt)$ is $e^{-\Delta^2t^2/2}$. With $a=\Gamma/(2\sqrt2\,\Delta)$ the exponent becomes a square,

$$
\frac{\Delta^2t^2}2+\frac{\Gamma t}2=\left(\frac{\Delta t}{\sqrt2}+a\right)^2-a^2 ,
$$

and the substitution $u=\Delta t/\sqrt2+a$ gives the height without radiation:

$$
\sigma_{\rm tree}
=A_h\,\frac{\sqrt2}{\pi\Delta}\,e^{a^2}\!\int_a^\infty e^{-u^2}du
=\frac{A_h}{\sqrt{2\pi}\,\Delta}\,e^{a^2}{\rm erfc}(a).
$$

For small $a$ the last factor is $1-2a/\sqrt\pi$ to first order. Here $a=0.033$ and the factor is $0.9640$, so

$$
\sigma_{\rm tree}=4642\times0.9640\ \text{nb}=4475\ \text{nb}.
$$

The spread alone has lowered the peak by a factor $17.8$. In the opposite limit, $a\gg1$, one has $e^{a^2}{\rm erfc}(a)\to1/(a\sqrt\pi)$. The height becomes $2A_h/(\pi\Gamma)=12\pi\Gamma_{ee}\Gamma_h/(M^2\Gamma^2)$, the unsmeared peak, as it should.

### The rate of soft photons

Let a photon of momentum $k$, energy $\omega$ and polarization $\epsilon$ leave the incoming electron. For small $k$ the extra propagator and vertex give

$$
\frac{(\not p_1+m)\not\epsilon^*u(p_1)}{(p_1-k)^2-m^2}
=-\frac{p_1\!\cdot\epsilon^*}{p_1\!\cdot k}\,u(p_1),
$$

because $(\not p_1+m)\not\epsilon^*=2p_1\cdot\epsilon^*-\not\epsilon^*(\not p_1-m)$ and $(\not p_1-m)u=0$. The positron gives the same expression with $p_2$ and the opposite sign. Squaring the sum, with $-g_{\mu\nu}$ for the photon polarizations, gives the number of photons

$$
dN=e^2\frac{d^3k}{(2\pi)^32\omega}\left[\frac{2p_1\!\cdot p_2}{(p_1\!\cdot k)(p_2\!\cdot k)}-\frac{m^2}{(p_1\!\cdot k)^2}-\frac{m^2}{(p_2\!\cdot k)^2}\right].
$$

Let $E=W/2$, let $v$ be the electron speed and $c$ the cosine of the photon angle. Then $p_{1,2}\cdot k=E\omega(1\mp vc)$, $p_1\cdot p_2=E^2(1+v^2)$ and $m^2=E^2(1-v^2)$. The prefactor is $\alpha\,\omega\,d\omega\,d\Omega/(4\pi^2)$, so

$$
dN=\frac{d\omega}\omega\,\frac{\alpha}{2\pi}\int_{-1}^1\!dc\left[\frac{2(1+v^2)}{1-v^2c^2}-\frac{1-v^2}{(1-vc)^2}-\frac{1-v^2}{(1+vc)^2}\right].
$$

The last two terms each integrate to $2$. The first gives $2(1+v^2)v^{-1}\ln[(1+v)/(1-v)]$. As $v\to1$, $(1+v)/(1-v)=(1+v)^2/(1-v^2)\to4E^2/m^2=s/m^2$, and the whole integral becomes $4\ln(s/m^2)-4$. Hence

$$
dN=\beta\,\frac{d\omega}\omega,\qquad
\beta=\frac{2\alpha}\pi\left[\ln\frac s{m^2}-1\right]=0.0763 .
$$

### The distribution of the total loss

In the soft limit the factors for several photons multiply, so the emissions are independent and form a Poisson process. Virtual photons restore the total probability to one, up to corrections of relative order $\beta$ discussed below. Let $K$ be the upper end of the spectrum and $k$ from here on the total energy lost. Then

$$
\langle e^{-\lambda k}\rangle
=\exp\left[-\beta\int_0^K\frac{d\omega}\omega(1-e^{-\lambda\omega})\right]
=\frac{e^{-\gamma\beta}}{(\lambda K)^\beta}\,e^{-\beta E_1(\lambda K)},
$$

where $\gamma$ is Euler's constant and $E_1(\lambda K)=\int_K^\infty e^{-\lambda\omega}d\omega/\omega$. The integral in the exponent was replaced by $\ln(\lambda K)+\gamma+E_1(\lambda K)$. In an expansion of the last exponential, each power of $E_1$ is the transform of a function that vanishes for $k<K$. Below $K$ only the first term, $1$, contributes.

Write $G(z)=\int_0^\infty t^{z-1}e^{-t}dt$ for the gamma function, to keep it apart from the widths. Since $\int_0^\infty k^{\beta-1}e^{-\lambda k}dk=G(\beta)\lambda^{-\beta}$, the loss has density

$$
p(k)=\frac{C\beta\,k^{\beta-1}}{K^\beta},\qquad
C=\frac{e^{-\gamma\beta}}{G(1+\beta)}=0.9954\qquad(k<K),
$$

and the probability of losing less than $k$ is $C(k/K)^\beta$. As $\beta\to0$ this tends to one for any fixed $k>0$, and the tree-level result returns.

### The reduced height

One photon of energy $k$ changes $s$ to $s-2Wk$, so for $k\ll W$ the annihilation energy is $W-k$. The condition $s-2Wk\ge0$ suggests $K=M/2$. Take first a resonance of zero width at $W=M$. The loss must be matched by an upward fluctuation of the beam energy, so the tree height is multiplied by

$$
R=\int_0^\infty dk\,p(k)\,e^{-k^2/(2\Delta^2)} .
$$

The upper limit is infinite because the Gaussian has vanished long before $K$. With $u=k^2/(2\Delta^2)$, $k^{\beta-1}dk=\tfrac12(\sqrt2\Delta)^\beta u^{\beta/2-1}du$, and

$$
R=\frac{C\beta}{K^\beta}\,\frac{(\sqrt2\Delta)^\beta}2\,G(\beta/2)
=C\,G(1+\beta/2)\left(\frac{2\sqrt2\,\Delta}M\right)^\beta .
$$

The power is $(2.828/3100)^{0.0763}=0.586$; the constants bring it to $R=0.5715$. Stopping the power at first order in $\beta$ would give $1-0.534=0.466$, so emission of several photons matters.

Multiplying by the finite-width height gives $4475\times0.5715=2557$ nb. This product treats width and photon loss as separate factors. Folding Lorentzian, Gaussian and loss together gives $2563$ nb at $W=M$, so the factorization is good to about $0.2\%$ of the height.

The maximum is not at $M$. Since energy is lost and never gained, it pays to set the beams slightly high. For zero width the height at offset $x$ is proportional to $\int p(k)e^{-(x-k)^2/(2\Delta^2)}dk$. Its slope at $x=0$ is proportional to $\langle k\rangle/\Delta^2$, and minus its second derivative to $(1-\langle k^2\rangle/\Delta^2)/\Delta^2$, with averages weighted by $p(k)e^{-k^2/(2\Delta^2)}$. To first order in $\beta$, $\langle k\rangle=\beta\Delta\sqrt{\pi/2}$, while $\langle k^2\rangle=\beta\Delta^2$ corrects the shift at second order. The maximum is therefore displaced by about $1.25\,\beta\Delta=0.096$ MeV. The full fold gives $0.100$ MeV and a height of $2574$ nb, or $0.575$ of the tree height. In the soft-photon approximation the predicted peak is

$$
\sigma_{\rm obs}\approx2.6\times10^3\ \text{nb}=2.6\ \mu\text{b}.
$$

### How far the number can be trusted

The soft-photon argument fixes the dependence on $\Delta$, but not corrections of relative order $\beta$ from hard photons and the vertex. The choice of $K$ stands in for them: doubling $K$ gives $2441$ nb, halving it $2714$ nb.

The leading logarithmic part of the correction has a definite sign. For photons nearly parallel to the beams, with $y$ the photon energy divided by the beam energy, the soft spectrum $\beta\,dy/y$ becomes $\beta(1/y-1+y/2)\,dy$. The mean number above a small $y_0$ is then $\beta[\ln(1/y_0)-3/4]$, less than the soft formula gives. This acts like replacing $K$ by $Ke^{-3/4}=0.47K$, and it raises the peak to about $2574\,e^{3\beta/4}=2726$ nb, or $2.7\ \mu$b. Smaller corrections of order $\alpha$ remain. The input widths are rough as well. Vacuum polarization is absorbed in the physical $\Gamma_{ee}$. The continuum, its interference with the resonance and the detector acceptance are left out.

The meaning of "one MeV" matters more. If each beam independently has an rms spread of $1$ MeV, the variances add, $W$ has $\Delta=1.414$ MeV, and the maximum falls to $1888$ nb. For $\Gamma\ll\Delta$ the height varies as $\Delta^{\beta-1}$, slightly more slowly than $1/\Delta$, because a wider spread tolerates a larger photon loss. This power alone would take $2574$ nb to $1869$ nb; the full fold is about $1\%$ higher because the finite-width factor moves closer to one as $\Delta$ grows.

For muon pairs the tree height scales with the partial width, $4475\times5.5/82=300$ nb. The soft-photon factor $0.575$ leaves about $173$ nb, and the hard-photon correction raises this to about $183$ nb, against a tree-level continuum of $9$ nb.

Radiation also affects a measured area. A scan ending at $M+w$ records, for $\Gamma,\Delta\ll w$, the fraction $C(w/K)^\beta$ of $A_f$. With $w=20$ MeV this is $0.995\times(20/1550)^{0.0763}=0.71$. The hard-photon correction above multiplies this by $e^{3\beta/4}$ and gives about three quarters. Beyond the scan there is a long tail at higher $W$, where the beams radiate down to the resonance. The area law in part (a) applies only after the data have been corrected for radiation; using the raw area of this scan would make $\Gamma_{ee}$ too small by about a quarter. The numerical output below lists the main values; the others follow from them by the arithmetic shown.

## Table of computed values

```
Rough mass M: 3100 MeV
Rough total width: 93.0 keV
Rough electron width: 5.5 keV
Muon width, by universality: 5.5 keV
Muon mass correction, ratio minus 1: -8.11e-06
Nonleptonic width: 82.0 keV
Rms spread of W: 1.0 MeV
Conversion of 1 MeV^-2: 3.89379e+11 nb
Unsmeared nonleptonic peak: 79651 nb
Nonleptonic area: 2.9883e-08 MeV^-1
Nonleptonic area: 11636 nb MeV
Half-window of area test: 20 MeV
Fraction of area in that window: 0.99852
Zero-width Gaussian height: 4642 nb
Finite-width factor: 0.9640
Tree-level smeared height: 4475 nb
Smearing reduction of peak: 17.80
Soft photon exponent beta: 0.07629
Loss-law constant C: 0.99539
Photon factor at W=M, zero width: 0.5715
Product estimate at W=M: 2557 nb
Full fold at W=M: 2563 nb
Estimated observed maximum: 2574 nb
Shift of maximum above M: 0.100 MeV
Observed over tree height: 0.5752
Maximum if k_max is doubled: 2441 nb
Maximum if k_max is halved: 2714 nb
W spread for 1 MeV per beam: 1.414 MeV
Maximum for 1 MeV per beam: 1888 nb
Tree muon height: 300 nb
Tree muon continuum: 9.04 nb
```
